# Growth of thin spots on an evaporating filament at constant current: test program

```python
"""
Result under test: in a filament at constant current without axial conduction,
a small radius deficit delta of a thin slice obeys
    delta(t)/delta(0) = w(t)/w(0),
where w is the recession speed of the nominal wire by free evaporation.
Symbols: a radius, T temperature, I current, M radiated flux,
e_exp and r_exp temperature exponents of emissivity and resistivity,
s = 4 + e_exp - r_exp, g = dln w/dln T, n = -dln w/dln a at fixed current,
tau = time by which the thin slice runs ahead, ell = axial conduction length.
All parameters are round model values. SI units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

k_B, q_e, sigma, pi = sc.k, sc.e, sc.Stefan_Boltzmann, np.pi
a0, T0, T_end = 50e-6, 2700.0, 3400.0
p0 = 1e-6 * sc.torr
L_vap = 8.5 * q_e
mass, density = 180 * sc.atomic_mass, 19e3
emis0, e_exp = 0.30, 0.8
res0, r_exp = 80e-8, 1.2
kappa, heat_cap = 100.0, 3.5e6
work_fn, richardson = 4.5 * q_e, 6e5
delta0 = 20e-9
s = 4 + e_exp - r_exp
UMH = 1e6 * 3600          # m/s to um/h


def resistivity(T):
    return res0 * (T / T0) ** r_exp


def radiated(T):
    return emis0 * (T / T0) ** e_exp * sigma * T ** 4


def pressure(T):
    return p0 * np.exp(-L_vap / k_B * (1 / T - 1 / T0))


def atom_flux(T):
    return pressure(T) / np.sqrt(2 * pi * mass * k_B * T)


def speed_T(T):
    return atom_flux(T) * mass / density


def thermionic(T):
    j = richardson * T ** 2 * np.exp(-work_fn / (k_B * T))
    return j * (work_fn + 2 * k_B * T) / q_e


def loss(T, extended):
    """Net heat loss per area; extended adds other local heat terms."""
    if not extended:
        return radiated(T)
    absorbed = radiated(T) * (1500.0 / T) ** 4
    return radiated(T) - absorbed + thermionic(T) + L_vap * atom_flux(T)


def temperature(a, current, extended=False):
    def net(T):
        joule = current ** 2 * resistivity(T) / (pi * a ** 2)
        return joule - 2 * pi * a * loss(T, extended)
    return brentq(net, 1000.0, 20000.0, xtol=1e-10, rtol=1e-14)


def g_of(T):
    return L_vap / (k_B * T) - 0.5


I0 = np.sqrt(2 * pi ** 2 * a0 ** 3 * radiated(T0) / res0)


def speed(a, extended=False):
    return speed_T(temperature(a, I0, extended))


# Evaporation flux from the Maxwell distribution of a saturated vapour
v_th = np.sqrt(k_B * T0 / mass)
mean_vz = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * pi), 0, 12)[0]
flux_quad = p0 / (k_B * T0) * v_th * mean_vz
assert abs(flux_quad / atom_flux(T0) - 1) < 1e-8

# Logarithmic slopes by finite differences
w0, g0 = speed(a0), g_of(T0)
n0 = 3 * g0 / s
h = 1e-4
g_num = np.log(speed_T(T0 * np.exp(h)) / speed_T(T0 * np.exp(-h))) / (2 * h)
n_num = -np.log(speed(a0 * np.exp(h)) / speed(a0 * np.exp(-h))) / (2 * h)
assert abs(g_num / g0 - 1) < 1e-5 and abs(n_num / n0 - 1) < 1e-5
assert abs(temperature(0.9 * a0, I0) / (T0 * 0.9 ** (-3 / s)) - 1) < 1e-10

a_end = brentq(lambda a: temperature(a, I0) - T_end, 0.5 * a0, a0, xtol=1e-16)


def history(a_start, extended=False):
    """Radius in um against time in h, down to the end radius."""
    def rhs(t, y):
        a = max(y[0] * 1e-6, 0.3 * a0)   # guards trial steps only
        return [-speed(a, extended) * UMH]

    def finished(t, y):
        return y[0] - a_end * 1e6
    finished.terminal = True
    run = solve_ivp(rhs, (0, 2000), [a_start * 1e6], method="DOP853",
                    rtol=1e-11, atol=1e-12, max_step=1.0,
                    events=finished, dense_output=True)
    assert run.status == 1
    return run.sol, run.t_events[0][0]


def time_between(a_low, a_high, extended=False):
    f = lambda a_um: 1 / (speed(a_um * 1e-6, extended) * UMH)
    return quad(f, a_low * 1e6, a_high * 1e6, epsabs=1e-11, epsrel=1e-10)[0]


# Proportionality for a tiny deficit, with and without extra local heat terms
factors = (2, 5, 10)
worst_law = {}
for extended in (False, True):
    nominal, life_n = history(a0, extended)
    tiny, _ = history(a0 * (1 - 1e-6), extended)
    w_start = speed(a0, extended)
    errors = []
    for f in factors:
        a_f = brentq(lambda a: speed(a, extended) - f * w_start,
                     0.7 * a0, a0, xtol=1e-16)
        t_f = time_between(a_f, a0, extended)
        assert abs(nominal(t_f)[0] - a_f * 1e6) < 1e-5
        gain = (nominal(t_f)[0] - tiny(t_f)[0]) / (a0 * 1e6 * 1e-6)
        errors.append(abs(gain / f - 1))
    worst_law[extended] = max(errors)
    # second-order error is n*delta/(2a), about 2e-4 at the last point
    assert worst_law[extended] < 2e-3

# Example with a finite deficit
nominal, life = history(a0)
thin, life_thin = history(a0 - delta0)
tau = time_between(a0 - delta0, a0)
assert abs((life - life_thin) / tau - 1) < 1e-5
life_power = a0 * 1e6 / ((n0 + 1) * w0 * UMH)
assert abs(life_power / life - 1) < 0.10
rows = []
for f in factors:
    a_f = brentq(lambda a: speed(a) - f * w0, 0.7 * a0, a0, xtol=1e-16)
    t_f, T_f = time_between(a_f, a0), temperature(a_f, I0)
    assert abs(thin(t_f)[0] - nominal(t_f + tau)[0]) < 1e-5
    delta = (nominal(t_f)[0] - thin(t_f)[0]) * 1e-6
    lead_depth = f * w0 * tau * 3600
    second = lead_depth * (1 + 3 * g_of(T_f) / s * lead_depth / (2 * a_f))
    assert abs(second / delta - 1) < 0.01
    excess = temperature(a_f - delta, I0) - T_f
    assert abs(3 * T_f * delta / (s * a_f) / excess - 1) < 0.02
    rows.append((f, t_f, a_f, T_f, delta, f * delta0, second, excess))
a10, t10, T10 = rows[-1][2], rows[-1][1], rows[-1][3]

# Constant voltage: bulk sets the current, a short thin spot shares it
field = I0 * res0 / (pi * a0 ** 2)


def bulk_state(a):
    def net(T):
        return field ** 2 * pi * a ** 2 / resistivity(T) - 2 * pi * a * radiated(T)
    T = brentq(net, 500.0, 10000.0, xtol=1e-10, rtol=1e-14)
    return T, field * pi * a ** 2 / resistivity(T)


def rhs_voltage(t, y):
    T_bulk, current = bulk_state(y[0] * 1e-6)
    T_spot = temperature(y[1] * 1e-6, current)
    return [-speed_T(T_bulk) * UMH, -speed_T(T_spot) * UMH]


def thinned(t, y):
    return y[0] - 0.95 * a0 * 1e6


thinned.terminal = True
run = solve_ivp(rhs_voltage, (0, 2000), [a0 * 1e6, a0 * 1e6 * (1 - 1e-6)],
                method="DOP853", rtol=1e-11, atol=1e-12, max_step=5.0,
                events=thinned)
assert run.status == 1
y_last = run.y_events[0][0]
gain_V = (y_last[0] - y_last[1]) / (a0 * 1e6 * 1e-6)
T_V, I_V = bulk_state(0.95 * a0)
w_ratio_V = speed_T(T_V) / w0
dlnI = 2 - r_exp / (4 + e_exp + r_exp)
integral = quad(lambda x: 2 / s * g_of(bulk_state(a0 * np.exp(x))[0]) * dlnI,
                np.log(0.95), 0)[0]
assert abs(gain_V / w_ratio_V / np.exp(integral) - 1) < 2e-3
assert w_ratio_V < 1 and gain_V > 2

# Axial conduction: discretized periodic wire against the linear response
N = 64
phase = 2 * pi * np.arange(N) / N
cosine = np.cos(phase)
idx = np.arange(N)


def wire_temperature(a, dz, T):
    c = kappa * pi * ((a + np.roll(a, -1)) / 2) ** 2 / dz ** 2
    c_left = np.roll(c, 1)
    for _ in range(30):
        joule = I0 ** 2 * resistivity(T) / (pi * a ** 2)
        rad = 2 * pi * a * radiated(T)
        F = c * (np.roll(T, -1) - T) - c_left * (T - np.roll(T, 1)) + joule - rad
        J = np.zeros((N, N))
        J[idx, idx] = -c - c_left + (joule * r_exp - rad * (4 + e_exp)) / T
        J[idx, (idx + 1) % N] = c
        J[idx, (idx - 1) % N] = c_left
        step = np.linalg.solve(J, -F)
        T = T + step
        if np.max(np.abs(step)) < 1e-7:
            return T
    raise AssertionError("wire temperature did not converge")


def ell2(a, T):
    return kappa * a * T / (2 * radiated(T) * s)


def conduction_gain(wavelength):
    q = 2 * pi / wavelength
    def f(T):
        a = a0 * (T / T0) ** (-s / 3)
        return g_of(T) / T / (1 + q * q * ell2(a, T))
    return np.exp(quad(f, T0, T10)[0])


conduction_rows = []
for lam in (5e-3, 10e-3, 20e-3, 50e-3):
    dz, eta = lam / N, 1e-5
    a = a0 * (1 - eta * cosine)
    T = wire_temperature(a, dz, np.full(N, T0))
    share_num = 2 * np.mean(speed_T(T) * cosine) / (n0 * w0 * eta)
    share = 1 / (1 + (2 * pi / lam) ** 2 * ell2(a0, T0))
    assert abs(share_num / share - 1) < 2e-3   # mesh error below 1e-3
    steps = 100
    dt = t10 * 3600 / steps
    for _ in range(steps):
        T = wire_temperature(a, dz, T)
        k1 = -speed_T(T)
        T = wire_temperature(a + dt / 2 * k1, dz, T)
        k2 = -speed_T(T)
        T = wire_temperature(a + dt / 2 * k2, dz, T)
        k3 = -speed_T(T)
        T = wire_temperature(a + dt * k3, dz, T)
        k4 = -speed_T(T)
        a = a + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    gain_num = -2 * np.mean(a * cosine) / (a0 * eta)
    gain = conduction_gain(lam)
    assert abs(gain_num / gain - 1) < 5e-3     # mesh and finite amplitude
    conduction_rows.append((lam, share, gain_num, gain))

# Thermal lag and radial temperature drop
lag = heat_cap * a0 * T0 / (2 * radiated(T0) * s)


def heating_rate(T):
    net = I0 ** 2 * resistivity(T) / (pi * a0 ** 2) - 2 * pi * a0 * radiated(T)
    return net / (heat_cap * pi * a0 ** 2)


lag_num = -0.2 / (heating_rate(T0 + 0.1) - heating_rate(T0 - 0.1))
assert abs(lag_num / lag - 1) < 1e-4
source = I0 ** 2 * res0 / (pi * a0 ** 2) ** 2
drop_num = quad(lambda x: source * a0 ** 2 * x / (2 * kappa), 0, 1)[0]
drop = radiated(T0) * a0 / (2 * kappa)
assert abs(drop_num / drop - 1) < 1e-8

print(f"radius {a0*1e6:.1f} um, temperature {T0:.0f} K, current {I0:.4f} A")
print(f"vapour pressure {p0/sc.torr:.1e} Torr, heat of vaporization {L_vap/q_e:.2f} eV")
print(f"atomic mass {mass/sc.atomic_mass:.0f} u, density {density/1e3:.1f} g/cm3")
print(f"emissivity {emis0:.2f}, exponent {e_exp:.1f}")
print(f"resistivity {res0*1e8:.0f} uOhm cm, exponent {r_exp:.1f}")
print(f"thermal conductivity {kappa/100:.2f} W/(cm K)")
print(f"heat capacity {heat_cap/1e6:.2f} J/(cm3 K)")
print(f"radiated flux {radiated(T0)/1e4:.2f} W/cm2")
print(f"evaporation flux {atom_flux(T0)/1e4:.3e} atoms/(cm2 s)")
print(f"initial recession speed w0 {w0*UMH*1e3:.3f} nm/h")
print(f"exponents: s {s:.2f}, g {g0:.3f}, n {n0:.3f}")
print(f"initial deficit {delta0*1e9:.1f} nm = {100*delta0/a0:.3f} % of radius")
print(f"initial excess temperature {temperature(a0-delta0, I0)-T0:.3f} K")
print(f"lead time tau {tau:.4f} h; delta0/w0 {delta0/w0/3600:.4f} h")
for f, t, a, T, d, lin, sec, ex in rows:
    print(f"w/w0 = {f}: time {t:.3f} h, radius {a*1e6:.3f} um, T {T:.1f} K")
    print(f"  deficit {d*1e9:.2f} nm; linear law {lin*1e9:.2f} nm")
    print(f"  second order {sec*1e9:.2f} nm; excess temperature {ex:.2f} K")
print(f"end temperature {T_end:.0f} K at radius {a_end*1e6:.3f} um")
print(f"life: nominal {life:.3f} h, thin slice {life_thin:.3f} h")
print(f"life by constant-n estimate {life_power:.3f} h")
print(f"life lost {100*(life-life_thin)/life:.3f} %")
print(f"largest error of law, tiny deficit: {worst_law[False]:.1e} (relative)")
print(f"same with extra local heat terms: {worst_law[True]:.1e} (relative)")
print("constant voltage, nominal wire thinned by 5 %:")
print(f"  temperature {T_V:.1f} K, current {I_V:.4f} A")
print(f"  speed ratio {w_ratio_V:.4f}, deficit ratio {gain_V:.4f}")
print(f"conduction length ell {np.sqrt(ell2(a0, T0))*1e3:.3f} mm")
for lam, share, gn, gf in conduction_rows:
    print(f"wavelength {lam*1e3:.0f} mm: initial growth-rate factor {share:.4f}")
    print(f"  deficit ratio at w/w0 = 10: wire {gn:.3f}, formula {gf:.3f}")
print(f"thermal lag {lag:.4f} s; radial temperature drop {drop:.3f} K")
print(f"evaporative cooling / radiation {L_vap*atom_flux(T0)/radiated(T0):.2e}")
print(f"absorbed 300 K radiation / emitted {(300/T0)**4:.2e}")
print(f"work function {work_fn/q_e:.1f} eV, Richardson constant {richardson/1e4:.0f} A/(cm2 K2)")
print(f"thermionic cooling if fully collected / radiation {thermionic(T0)/radiated(T0):.4f}")
print("all good")
```

Running it gives:

```
radius 50.0 um, temperature 2700 K, current 1.6698 A
vapour pressure 1.0e-06 Torr, heat of vaporization 8.50 eV
atomic mass 180 u, density 19.0 g/cm3
emissivity 0.30, exponent 0.8
resistivity 80 uOhm cm, exponent 1.2
thermal conductivity 1.00 W/(cm K)
heat capacity 3.50 J/(cm3 K)
radiated flux 90.40 W/cm2
evaporation flux 5.039e+13 atoms/(cm2 s)
initial recession speed w0 28.536 nm/h
exponents: s 3.60, g 36.033, n 30.027
initial deficit 20.0 nm = 0.040 % of radius
initial excess temperature 0.900 K
lead time tau 0.6967 h; delta0/w0 0.7009 h
w/w0 = 2: time 29.129 h, radius 48.848 um, T 2753.0 K
  deficit 40.24 nm; linear law 40.00 nm
  second order 40.24 nm; excess temperature 1.89 K
w/w0 = 5: time 46.536 h, radius 47.331 um, T 2826.3 K
  deficit 102.52 nm; linear law 100.00 nm
  second order 102.39 nm; excess temperature 5.11 K
w/w0 = 10: time 52.312 h, radius 46.189 um, T 2884.4 K
  deficit 211.89 nm; linear law 200.00 nm
  second order 210.82 nm; excess temperature 11.07 K
end temperature 3400 K at radius 37.917 um
life: nominal 58.010 h, thin slice 57.313 h
life by constant-n estimate 56.471 h
life lost 1.201 %
largest error of law, tiny deficit: 1.4e-04 (relative)
same with extra local heat terms: 6.9e-05 (relative)
constant voltage, nominal wire thinned by 5 %:
  temperature 2677.0 K, current 1.5225 A
  speed ratio 0.7339, deficit ratio 4.6971
conduction length ell 1.440 mm
wavelength 5 mm: initial growth-rate factor 0.2339
  deficit ratio at w/w0 = 10: wire 1.841, formula 1.840
wavelength 10 mm: initial growth-rate factor 0.5498
  deficit ratio at w/w0 = 10: wire 3.889, formula 3.887
wavelength 20 mm: initial growth-rate factor 0.8301
  deficit ratio at w/w0 = 10: wire 7.105, formula 7.104
wavelength 50 mm: initial growth-rate factor 0.9683
  deficit ratio at w/w0 = 10: wire 9.394, formula 9.393
thermal lag 0.0726 s; radial temperature drop 0.226 K
evaporative cooling / radiation 7.59e-07
absorbed 300 K radiation / emitted 1.52e-04
work function 4.5 eV, Richardson constant 60 A/(cm2 K2)
thermionic cooling if fully collected / radiation 0.0957
all good
```
